Barrier height and series resistance from the minimum of Norde's function

**Problem**

A metal contact on lightly doped n-type silicon carries current by thermionic emission over a barrier φ. The wafer behind it adds a constant series resistance R. With V the applied forward voltage, the junction receives

u = V − IR,

and the current I obeys

I = Is [exp(u/Vt) − 1],  Is = I0 exp(−φ/Vt),  I0 = A A* T².

Here Vt = kT/q is the thermal voltage, q the elementary charge, A the contact area and A* the effective Richardson constant. The barrier is quoted in eV; the same number in volts enters the equations. Norde's function is built from measured quantities and from I0:

F(V) = V/2 − Vt ln(I/I0).

The known quantities are T = 300 K, A = 10⁻⁴ cm² and A* = 110 A/(cm² K²), so that Vt = 25.852 mV and I0 = 10⁻⁴ × 110 × 300² A = 990 A. Noise-free synthetic data were computed from the law above every 10 mV, with values of φ and R that are disclosed after the analysis. Near the lowest value of F they read:

V (V)   I (mA)     F (V)
0.35    0.737870   0.5397575
0.36    0.933661   0.5386733
0.37    1.156733   0.5381347
0.38    1.405210   0.5381042
0.39    1.676805   0.5385361
0.40    1.969101   0.5393820
0.41    2.279750   0.5405950

(a) What current flows at the minimum of F, and is there only one minimum? (b) Find φ and R from the table. (c) When does the simple answer fail?

**First estimate by scaling**

Two resistances compete. The wafer offers R. The junction, for u well above Vt, has I proportional to exp(u/Vt), hence dI/du = I/Vt and a differential resistance Vt/I.

At low current the junction dominates and u ≈ V. Then Vt ln(I/I0) ≈ V − φ, and

F ≈ V/2 − (V − φ) = φ − V/2,

which falls with slope −1/2. At high current the wafer dominates. The current grows roughly in proportion to V, its logarithm hardly changes, and the slope of F tends to +1/2. The minimum must lie where one regime gives way to the other, which is where the two resistances are comparable:

Vt/I ~ R,  or  I ~ Vt/R.

Scaling leaves a factor of order one undetermined. The lowest entry in the table, at 0.38 V, gives

R ~ 25.852 mV / 1.405 mA ≈ 18 ohm.

For the barrier, the low-current branch extended to the same point gives

φ ~ F + V/2 = 0.5381 + 0.1900 ≈ 0.728 eV.

This neglects the voltage IR across the wafer, which at the crossover is of order Vt. The barrier estimate is therefore too high by something like 26 meV, again up to a factor of order one.

**Exact solution for the exponential law**

For u well above Vt the term −1 is negligible. Dropping it leaves

I = I0 exp[(V − IR − φ)/Vt].

This equation cannot be solved for I in elementary functions, but it can be solved for V. Taking the logarithm and multiplying by Vt,

Vt ln(I/I0) = V − IR − φ,

V = φ + IR + Vt ln(I/I0).

The derivative dV/dI = R + Vt/I is positive, so V rises strictly with I, and a minimum of F with respect to V is also a minimum with respect to I. The convenient variable is s = ln(I/I0), for which I = I0 exp(s) and dI/ds = I. Inserting V into F,

F = ½[φ + IR + Vt s] − Vt s = ½φ + ½IR − ½Vt s.

Differentiating twice,

dF/ds = ½(IR − Vt),

d²F/ds² = ½IR > 0.

F is strictly convex in s, so it has at most one minimum. The first derivative changes sign at

IR = Vt,  that is,  I = Vt/R.

This answers (a) for the exponential law: the minimum is unique, and the current there equals the thermal voltage divided by the resistance. The undetermined factor of the scaling argument is one.

The barrier follows from a combination that is simple along the whole curve:

F + V/2 = V − Vt s = φ + IR.

At the minimum IR = Vt, hence

φ = F_min + V_min/2 − Vt.

The voltage of the minimum is the diode law evaluated at I = Vt/R:

V_min = φ + Vt + Vt ln[Vt/(R I0)].

A larger R moves the minimum to lower voltage, because the wafer takes over at a smaller current.

**Shape of the minimum**

The accuracy of the method depends on how well the minimum can be located. Since dV/ds = IR + Vt,

dF/dV = (dF/ds)/(dV/ds) = ½(IR − Vt)/(IR + Vt).

This tends to −1/2 for IR ≪ Vt and to +1/2 for IR ≫ Vt, as the scaling argument had it. For the second derivative, set x = IR, so that dx/ds = x. Then

d/ds [½(x − Vt)/(x + Vt)] = ½x[(x + Vt) − (x − Vt)]/(x + Vt)² = x Vt/(x + Vt)².

Dividing once more by dV/ds = x + Vt,

d²F/dV² = x Vt/(x + Vt)³,

which at x = Vt equals 1/(8Vt), here 4.835 V⁻¹. Close to the minimum, therefore,

F ≈ F_min + (V − V_min)²/(16Vt).

A displacement of 10 mV raises F by only 0.24 mV. The current changes much faster. From ds/dV = 1/(IR + Vt),

d ln I/dV = 1/(2Vt) at the minimum.

If the minimum is placed too high by δ, the resistance Vt/I comes out wrong by

Δ ln R ≈ −δ/(2Vt).

The barrier formula contains F, which is stationary, and V/2, which is not, so its error is

Δφ ≈ δ/2.

The resistance is thus the more delicate of the two results.

**Reading the table**

The lowest grid point alone, with the exact formulas, gives

R = 25.852/1.40521 = 18.40 ohm,

φ = 0.5381042 + 0.1900000 − 0.0258520 = 0.70225 eV.

A better position comes from a parabola through the lowest point and its two neighbours. Let V₀ = 0.38 V be the middle point, h = 10 mV the step, and F₋, F₀, F₊ the three values in order of voltage. With V = V₀ + th, the parabola through them is

F = F₀ − ½tD + ½t²B,  D = F₋ − F₊,  B = F₋ − 2F₀ + F₊.

At t = ±1 it returns F₊ and F₋, as it should. Setting the derivative −½D + tB to zero gives t = D/(2B), and inserting this,

F_min = F₀ − D²/(4B) + D²/(8B) = F₀ − D²/(8B).

The numbers are

D = 0.5381347 − 0.5385361 = −0.0004014 V,

B = 0.5381347 − 1.0762084 + 0.5385361 = 0.0004624 V,

t = −0.0004014/0.0009248 = −0.434,

V_min = 0.38 − 0.00434 = 0.37566 V,  F_min = 0.53806 V.

The definition of F, solved for the current, gives

I = I0 exp[(V_min/2 − F_min)/Vt] = 1.2942 mA.

The two results are

R = 25.852 mV / 1.2942 mA = 19.97 ohm,

φ = 0.53806 + 0.18783 − 0.02585 = 0.7000 eV = 1.122 × 10⁻¹⁹ J.

**Comparison**

The data were made with φ = 0.70 eV and R = 20 ohm. Relative to these inputs:

- Scaling, at the lowest grid point: 0.728 eV and 18 ohm.
- Exact formulas, at the lowest grid point: 0.7023 eV and 18.4 ohm.
- Exact formulas, with the parabola: 0.7000 eV and 19.97 ohm.

Scaling finds the right current, but only the derivation shows that the factor is one. For the barrier, the derivation supplies the missing subtraction of Vt, about 26 meV.

The remaining error of the second line comes from the grid. The true minimum lies at 0.37559 V, and the grid point is δ = 4.41 mV above it. The sensitivity rules predict Δ ln R = −4.41/51.70 = −0.085 and Δφ = 2.2 meV. The actual values are ln(18.397/20) = −0.084 and 2.25 meV. With the parabola the errors fall to −0.13 % in R and 0.04 meV in φ. They do not vanish, because F is not exactly a parabola: its second derivative depends on IR, as found above.

Measured data carry noise as well. An error of 1 % in one current changes F by 0.01 Vt ≈ 0.26 mV, as much as F rises over a whole 10 mV step. Three points then no longer locate the minimum reliably, and a smooth curve should be fitted over a wider range.

**When the junction is not exponential with slope 1/Vt**

Question (c) is best answered with a general junction. Define its local ideality n, which may vary with u, by

d ln I/du = 1/(n Vt).

Since V = u + IR, the derivative with respect to s is dV/ds = nVt + IR, and

dF/ds = ½(nVt + IR) − Vt.

This vanishes when

IR = (2 − n)Vt.

The ideal result is the case n = 1. For other values the simple formula returns Vt/I = R/(2 − n), so an ideality of 1.03 makes the resistance appear about 3 % too large. If n is 2 or more everywhere, no stationary point exists at positive R.

The reverse term, dropped so far, is one such deviation. From I = Is[exp(u/Vt) − 1] follows dI/du = (I + Is)/Vt, hence n = I/(I + Is), which is below one. The condition becomes

IR/Vt = 2 − I/(I + Is) = 1 + Is/(I + Is).

With y = IR/Vt and ε = Is R/Vt this reads y = 1 + ε/(y + ε). Multiplying by y + ε and collecting terms,

y² − (1 − ε)y − 2ε = 0,

y = ½[1 − ε + √(1 + 6ε + ε²)].

The product of the two roots is −2ε, so only one is positive. It is a minimum, because dF/ds = ½Vt(n + y − 2) with n = y/(y + ε) rises steadily with y, from −Vt to positive values.

For small ε the root √(1 + 6ε + ε²) is 1 + 3ε to first order, and y ≈ 1 + ε. For large ε it tends to ε + 3, and y → 2. In this second limit the junction resistance near zero bias, Vt/Is, is much smaller than R. The whole device is then a resistor with V ≈ IR, F is V/2 − Vt ln V plus a constant, and its minimum lies at V = 2Vt. The simple formula returns half the true resistance.

The barrier is affected too. Inverting the full law gives u = Vt ln(1 + I/Is), while Vt ln(I/I0) = Vt ln(I/Is) − φ. Therefore

F + V/2 = V − Vt ln(I/I0) = φ + IR + Vt ln(1 + Is/I).

The estimate F_min + V_min/2 − Vt exceeds φ by

Vt[y − 1 + ln(1 + ε/y)],

which is about 2εVt for small ε.

In the worked example Is = 1.72 nA and ε = 1.3 × 10⁻⁶, so the correction is invisible. A barrier of 0.40 eV with R = 200 ohm, at the same temperature, area and A*, has ε = 1.460. Then

y = ½[−0.460 + √11.895] = 1.494.

The formula Vt/I would report 134 ohm instead of 200 ohm, and the barrier would come out 30 meV too high. Direct numerical minimization of F for this diode gives the same y. The simple method therefore requires Is R ≪ Vt.

**The real contact**

The inputs are rough but ordinary values. Many metals and silicides on n-type silicon have barriers roughly between 0.5 and 0.9 eV. For a doping N = 10¹⁶ cm⁻³ and a mobility of 1200 cm²/Vs the resistivity is 0.52 ohm cm, and a disc contact of this area on a thick wafer has a spreading resistance of 23 ohm, close to the chosen 20 ohm. That value holds for an equipotential disc. Near the minimum of F the current is spread more evenly over the disc, so the resistance is not strictly constant: it lies between 23 ohm and the 25 ohm of a uniform current density, and the analysis would return about 24 ohm. Real contacts break the assumption of one fixed, purely thermionic barrier. In three simple estimates of this below (image force, tunnelling, uneven barrier) the recovered barrier moves by 8 to 17 meV, far more than the error of the parabola, although the tunnelling figure is an overestimate. The separate effects below were each passed through the same analysis, with everything else held fixed.

*Image force.* An electron at distance x from the metal has the image energy −q²/(16πε_s x), with ε_s the permittivity of silicon. A field E adds −qEx. The sum is greatest at x = √[q/(16πε_s E)], where both terms are equal, so the barrier is lowered by 2Ex = √[qE/(4πε_s)] in volts. In the depletion approximation the field at the contact is E = √[2qN(ψ − Vt)/ε_s], where ψ is the band bending, in volts, that remains under forward bias. At the minimum of F, ψ is about 0.16 V and E about 2.1 × 10⁴ V/cm, and the lowering is 15.9 meV. Forward bias weakens the field and lets the barrier rise, which makes n = 1.030. The recovered barrier lies 16.7 meV below the zero-field one: 15.9 meV is real lowering, and (n − 1)Vt = 0.8 meV is an error of the method. The resistance comes out 3.1 % high, as R/(2 − n) requires.

*Tunnelling.* Electrons slightly below the top can pass through the barrier. A semiclassical (WKB) estimate for a parabolic barrier, with the light transverse mass m = 0.19 electron masses and without quantum reflection or image-force rounding, raises the current by a factor 1.35. The recovered barrier drops by 8 meV and the resistance rises by 1.9 %. For a real contact this is too much, because the image force removes the sharp tip of the barrier, where most of the tunnelling takes place. With the rounded barrier the same WKB estimate gives a drop of about 3.5 meV, and less than 1 meV if transmission and reflection near the top are treated as for a smooth parabolic barrier. Reflection at the metal boundary itself is left out of these figures. It depends on the potential inside the metal, and it can reduce the current enough to raise the recovered barrier instead.

*Richardson constant.* Replacing I0 by another value adds a constant to F. The minimum stays in place, R is unchanged, and φ shifts by Vt times the logarithm of the ratio. The anisotropic band masses of silicon give 247 A/(cm² K²) for a (100) surface, instead of the assumed effective value of 110. The shift is 25.85 × ln(246.6/110) = +21 meV, the largest in this set. The band-mass value assumes that every electron above the barrier enters the metal. The effective value is lower because it already allows for losses such as reflection at the metal boundary, so this shift overlaps with the tunnelling and reflection corrections above and is not independent of them.

*Uneven barrier.* Let patches of the contact have barriers φ + x, with x Gaussian of standard deviation σ, and let all share the same u. The current is multiplied by the mean of exp(−x/Vt). Completing the square in the exponent,

−x/Vt − x²/(2σ²) = −(x + σ²/Vt)²/(2σ²) + σ²/(2Vt²),

so the mean is exp[σ²/(2Vt²)], and the apparent barrier is lower by σ²/(2Vt). An assumed σ = 30 meV gives 17 meV. The factor does not depend on u, so n and R are unaffected as long as all patches share the same u. If instead each patch has its own share of the series resistance, the patches with low barriers are limited first. The same σ then makes the resistance come out about 20 % too high and the barrier about 10 meV too low.

*Diffusion.* Electrons must also drift and diffuse through the depletion layer before they are emitted, which the pure thermionic law ignores. With the doping and mobility above, this lowers the current near the minimum by a factor of about 0.88 for A* = 110 and 0.77 for 247. The recovered barrier rises by 3 to 6 meV and the resistance by about 2 to 3 %.

*Temperature.* If the thermometer reads 1 K too high, the analysis uses Vt′ in place of Vt. The condition becomes ½(Vt + IR) = Vt′, and the reported resistance is R Vt′/(2Vt′ − Vt), which is 0.33 % low. The barrier comes out 1.4 meV high. Self-heating is harmless here: the 0.49 mW dissipated at the minimum warms the contact by about 0.014 K.

These shifts have different signs and partly influence one another, so they should not simply be added. They show that a barrier quoted to 1 meV from such a measurement would be precise without being accurate.

The method suits a lightly doped test diode, not the source or drain contact of a scaled transistor. The energy that sets the strength of tunnelling,

E00 = (qħ/2)√[N/(m ε_s)],

is 1.2 meV here, far below kT. It grows as √N, so at 10²⁰ cm⁻³, with the same mass, it would be about 125 meV, well above kT. Tunnelling then carries the current, the thermionic law no longer holds, and the minimum of F loses the meaning derived above. Most of the computed values stand in the numerical output below.

Values computed for the example and the checks

```
Input barrier 0.70 eV, resistance 20.0 ohm, T 300 K
Area 1.0e-04 cm2, Richardson constant 110 A/(cm2 K2)
Thermal voltage Vt = 25.8520 mV
I0 = area*A_star*T^2 = 990.00 A
Saturation current Is = 1.7225 nA
epsilon = Is*R/Vt = 1.333e-06 (no unit)
Vt/R = 1.29260 mA
True minimum: V = 0.37559 V, I = 1.29260 mA, F = 0.538058 V
Junction voltage at minimum = 0.34974 V
Curvature of F at minimum 1/(8Vt) = 4.8352 1/V
Data near minimum: V (V), I (mA), F (V)
  0.35  0.737870  0.5397575
  0.36  0.933661  0.5386733
  0.37  1.156733  0.5381347
  0.38  1.405210  0.5381042
  0.39  1.676805  0.5385361
  0.40  1.969101  0.5393820
  0.41  2.279750  0.5405950
Lowest grid point: barrier 0.70225 eV, resistance 18.397 ohm
Its offset from true minimum = 4.412 mV
Parabola: V_min = 0.37566 V, F_min = 0.5380607 V
Parabola: current at minimum = 1.29423 mA
Recovered barrier = 0.70004 eV = 1.1216e-19 J
Recovered resistance = 19.9749 ohm
Errors: barrier 0.0381 meV, resistance -0.126 %
Low-barrier case: 0.40 eV, 200 ohm, epsilon = 1.4604
  I*R/Vt at minimum = 1.4943; barrier too high by 30.40 meV
  resistance from Vt/I = 133.84 ohm
Silicon: doping 1.0e+16 cm-3, relative permittivity 11.7
Masses 0.92, 0.19 m_e; Nc = 2.744e+19 cm-3; N/Nc = 3.64e-04
Built-in voltage = 0.4953 V
Image-force lowering at minimum = 15.90 meV
Local ideality with image force = 1.0300
Tunnelling: E00 = 1.245 meV, current factor 1.350
Richardson constant from band masses = 246.6 A/(cm2 K2)
Assumed barrier spread = 30 meV
Shift of recovered barrier (meV) and resistance (%):
  image force: -16.68 meV, +3.09 %
  tunnelling: -8.25 meV, +1.91 %
  band-mass Richardson constant: +20.87 meV, -0.00 %
  barrier spread: -17.41 meV, -0.00 %
  thermometer 1 K high: +1.43 meV, -0.33 %
Mobility 1200 cm2/Vs, resistivity 0.520 ohm cm
Spreading resistance of thick wafer = 23.0 ohm
Self-heating = 0.0143 K at 1.5 W/(cm K)
```
